\section*{Interface Resistance of Spherical Fillers and the Hasselman-Johnson Formula}

\section{A particle that conducts perfectly}

Let a sphere of radius $a$ lie in a matrix of conductivity $k_m$, and let the sphere conduct so well that its inside has a single temperature, taken as zero. Far away the temperature is $T=Gz=Gr\cos\theta$, with $G$ a constant gradient and the origin at the centre of the sphere. The surface has a thermal resistance $R$: heat crossing it with flux $q$ (power per area) needs a temperature jump $Rq$.

The heat flux is $\mathbf q=-k\nabla T$, so the flux entering the sphere is $+k_m\,\partial T/\partial r$ at $r=a$. The jump is the matrix temperature at the surface minus zero. Hence
\begin{equation}
k_m\frac{\partial T}{\partial r}\bigg|_{a}=\frac{T(a,\theta)}{R}.
\label{eq:iso}
\end{equation}

Compare a sphere with no surface resistance and a finite conductivity $k_1$. In a uniform applied gradient its inside temperature has the form $T=Er\cos\theta$, as the next section confirms. The entering flux is then $k_1E\cos\theta$ and the surface temperature is $Ea\cos\theta$, so that
\begin{equation}
k_m\frac{\partial T}{\partial r}\bigg|_{a}=\frac{k_1}{a}\,T(a,\theta).
\label{eq:bonded}
\end{equation}
Conditions \eqref{eq:iso} and \eqref{eq:bonded} are the same if $k_1=a/R$. In a uniform applied gradient, the matrix cannot tell the two spheres apart. A perfect conductor behind a resistive surface thus acts as a particle of finite conductivity, and the smaller the particle, the lower that conductivity.

\section{A particle of finite conductivity}

Now let the particle have conductivity $k_p$. We assume steady Fourier conduction, constant isotropic conductivities, a uniform $R$ and no heat sources. Then $\nabla^2T=0$ in each material. The applied field varies as $\cos\theta$, and the boundary conditions on a sphere do not mix this angular form with others. The solutions of Laplace's equation proportional to $\cos\theta$ are $r\cos\theta$ and $r^{-2}\cos\theta$. The second is singular at the centre and is excluded inside, so
\begin{align}
T_{\rm out}&=G\left(r+\frac{A}{r^2}\right)\cos\theta, &
T_{\rm in}&=GC\,r\cos\theta .
\label{eq:fields}
\end{align}
The constant $A$ measures the dipole disturbance of the matrix, and $C$ the gradient inside the particle relative to $G$.

No heat is stored at the surface, so the flux is continuous. Differentiating \eqref{eq:fields} at $r=a$ and dividing by $G\cos\theta$ gives
\begin{equation}
k_m\left(1-\frac{2A}{a^3}\right)=k_pC .
\label{eq:flux}
\end{equation}
The jump condition is $T_{\rm out}-T_{\rm in}=Rk_p\,\partial T_{\rm in}/\partial r$, where the right side is $R$ times the entering flux. Dividing by $Ga\cos\theta$,
\begin{equation}
1+\frac{A}{a^3}-C=\frac{Rk_p}{a}C
\quad\Longrightarrow\quad
1+\frac{A}{a^3}=C(1+\rho),\qquad \rho\equiv\frac{Rk_p}{a}.
\label{eq:jump}
\end{equation}
We solve \eqref{eq:jump} for $C$ and insert it in \eqref{eq:flux}:
\begin{equation}
k_m\left(1-\frac{2A}{a^3}\right)=k_1\left(1+\frac{A}{a^3}\right),
\qquad
k_1=\frac{k_p}{1+Rk_p/a}.
\label{eq:k1}
\end{equation}
For a bonded sphere, $R=0$, the same steps give the same equation with $k_1$ equal to the particle's own conductivity. The resistive sphere therefore has the same $A$, and the same outside field, as a bonded sphere of conductivity $k_1$.

Written as $a/k_1=a/k_p+R$, the result is a sum of resistances in series: the particle contributes $a/k_p$ and its surface $R$. For $k_p\to\infty$ we recover $k_1=a/R$.

To find $A$, expand \eqref{eq:k1} and collect the terms in $A$:
\begin{equation}
k_m-k_1=(k_1+2k_m)\frac{A}{a^3}
\quad\Longrightarrow\quad
A=-\beta a^3,\qquad \beta=\frac{k_1-k_m}{k_1+2k_m}.
\label{eq:beta}
\end{equation}
The contrast $\beta$ is positive when the particle draws heat in and negative when it deflects heat.

\section{Limits of the equivalence}

The two spheres agree outside but not inside. From \eqref{eq:beta}, $1+A/a^3=1-\beta=3k_m/(k_1+2k_m)$, and \eqref{eq:jump} gives
\begin{equation}
C=\frac{1}{1+\rho}\,\frac{3k_m}{k_1+2k_m}.
\label{eq:C}
\end{equation}
The second factor is the gradient inside the substitute sphere, for which $\rho=0$. The gradient in the real particle is smaller by the factor $1+\rho$; the rest of the temperature difference is spent in the surface jump.

The equivalence also depends on the shape of the applied field. Suppose that the field varies as a spherical harmonic $Y_l$ of order $l\ge1$. Inside, $T_{\rm in}=C_l r^lY_l$. The entering flux at the surface is $k_p l C_l a^{l-1}Y_l$, and the matrix temperature there is the inside temperature plus the jump:
\begin{equation}
T_{\rm out}(a)=C_la^lY_l+Rk_p\,lC_la^{l-1}Y_l
=C_la^lY_l\,(1+l\rho).
\end{equation}
The ratio of flux to matrix temperature is $(l/a)\,k_p/(1+l\rho)$. For a bonded sphere of conductivity $k_l$ it is $(l/a)k_l$. Therefore
\begin{equation}
k_l=\frac{k_p}{1+lRk_p/a}.
\label{eq:kl}
\end{equation}
A field of higher order drives more flux through the particle for a given surface temperature, so a fixed $R$ costs more. When $R>0$, no single conductivity represents the particle exactly in a field that contains several orders, as it does beside a close neighbour. The value $k_1$ belongs to the uniform part of the applied gradient.

\section{From one particle to a composite}

Place $N$ equal particles at random in a large spherical region of radius $B$, surrounded by pure matrix. Their volume fraction is $\phi=Na^3/B^3$. Following Maxwell, assume that each particle responds to the applied gradient $G$ as if it were alone. Far from the region, the distances to all particles are nearly equal, and the dipole terms add up to $GNA\cos\theta/r^2$ with $NA=-N\beta a^3=-\phi\beta B^3$.

Seen from far away, the region is also one sphere of radius $B$ with the unknown composite conductivity $k$. By \eqref{eq:beta}, its dipole constant is $-B^3(k-k_m)/(k+2k_m)$. Equating the two,
\begin{equation}
\frac{k-k_m}{k+2k_m}=\phi\beta .
\label{eq:maxwell}
\end{equation}
Multiplying out gives $k-k_m=\phi\beta k+2\phi\beta k_m$, and hence
\begin{equation}
k=k_m\frac{1+2\phi\beta}{1-\phi\beta}.
\label{eq:mix}
\end{equation}

The assumption is a mean-field one. The mean gradient $\bar G$ in the region is that inside a bonded sphere of conductivity $k$, namely $\bar G=3k_mG/(k+2k_m)$. From \eqref{eq:mix},
\begin{equation}
k+2k_m=k_m\frac{1+2\phi\beta+2-2\phi\beta}{1-\phi\beta}
=\frac{3k_m}{1-\phi\beta},
\end{equation}
so $G=\bar G/(1-\phi\beta)$. Each particle is thus driven by the mean gradient corrected for the average effect of the others, while differences between one neighbourhood and another are dropped. For well-separated particles, the first-order term of the expansion
\begin{equation}
\frac{k}{k_m}=1+3\phi\beta+3\phi^2\beta^2+\dots
\label{eq:series}
\end{equation}
needs no such assumption, because interactions enter at higher order. The later terms are mean-field estimates.

To display $R$ explicitly, put $s=k_p/k_m$. Then $k_1=k_ms/(1+\rho)$, and multiplying the numerator and denominator of $\beta$ by $(1+\rho)/k_m$ gives
\begin{equation}
\beta=\frac{s-1-\rho}{s+2+2\rho}.
\label{eq:betas}
\end{equation}
Inserting this in \eqref{eq:mix} and multiplying through by $s+2+2\rho$ yields the Hasselman-Johnson formula,
\begin{equation}
\frac{k}{k_m}=\frac{s+2+2\rho+2\phi(s-1-\rho)}{s+2+2\rho-\phi(s-1-\rho)} .
\label{eq:hj}
\end{equation}

\section{Particle size and the neutral radius}

Without surface resistance, $\rho=0$, and \eqref{eq:hj} contains no length: for given materials, only the volume fraction of filler matters. With $R>0$ the particle radius enters through $\rho$.

For very small particles, $a\to0$ at fixed $R$ and $\phi$, we have $\rho\to\infty$ and $\beta\to-\tfrac12$. Then
\begin{equation}
k\to k_m\frac{1-\phi}{1+\phi/2},
\label{eq:pores}
\end{equation}
which is the result for insulating pores. The heat goes around the particles, however well they conduct.

For very conducting particles, $k_p\to\infty$ at fixed $a$, both $s$ and $\rho$ grow, with $\rho/s=Rk_m/a$ fixed. Dividing \eqref{eq:betas} above and below by $s$,
\begin{equation}
\beta\to\frac{1-Rk_m/a}{1+2Rk_m/a}.
\label{eq:inf}
\end{equation}
The length $Rk_m$ is the thickness of matrix that has the same resistance as the interface. In this limit, the filler raises the conductivity if its radius exceeds this length.

For finite $k_p>k_m$, the filler has no effect when $\beta=0$, that is, when $s-1=\rho$. Solving $k_p/k_m-1=Rk_p/a$ for the radius,
\begin{equation}
a_c=\frac{Rk_pk_m}{k_p-k_m}.
\label{eq:ac}
\end{equation}
Since $k_1$ rises with $a$, and $k$ rises with $k_1$, particles larger than $a_c$ raise the conductivity and smaller ones lower it. The volume fraction does not enter: at $a=a_c$ each particle leaves a uniform outside field undisturbed, so adding more of them changes nothing. If $k_p\le k_m$ and $R>0$, then $k_1<k_m$ at every radius and there is no neutral size.

\section{A single cell with the same conductivity}

Surround one particle by a concentric shell of matrix with outer radius $b$, where $\phi=a^3/b^3$. In the shell, $T=E(r-\beta a^3/r^2)\cos\theta$ with some constant $E$. At $r=b$,
\begin{align}
T(b)&=Eb(1-\phi\beta)\cos\theta, &
k_m\frac{\partial T}{\partial r}\bigg|_b&=k_mE(1+2\phi\beta)\cos\theta .
\label{eq:cell}
\end{align}
A homogeneous sphere of conductivity $k$ has flux $kT(b)/b$ at its surface. Equating this to the flux in \eqref{eq:cell} gives \eqref{eq:mix} again. The cell could therefore replace a ball of material of conductivity $k$ without disturbing a uniform gradient around it.

When $R=0$, space can be filled with such cells of all sizes, each having the same $k$, and \eqref{eq:mix} then holds for that structure at finite $\phi$. With fixed $R>0$ this construction fails, because $k_1$, and with it the cell's $k$, depends on $a$. It would survive if $R$ were proportional to $a$, which keeps $\rho$ the same in all cells.

\section{An alumina-filled low-$k$ film}

Consider a polymer interlayer dielectric of the benzocyclobutene kind, filled with alumina nanoparticles to carry heat. Rough typical values are $k_m=0.3$ and $k_p=30$ W/(m\,K), with $R=20$ m$^2$\,K/GW. Take $a=50$ nm and $\phi=0.2$. In these units the product of $R$ and a conductivity is a length in nm. Then
\begin{align}
\rho&=\frac{20\times30}{50}=12, &
k_1&=\frac{30}{1+12}=2.31\ \text{W/(m\,K)},\\
\beta&=\frac{2.308-0.3}{2.308+0.6}=0.690, &
k&=0.3\,\frac{1+0.4\times0.6905}{1-0.2\times0.6905}=0.444\ \text{W/(m\,K)}.
\end{align}
The filler raises the conductivity by 48\%. With perfect contact it would reach 0.517 W/(m\,K). Of the series resistance $a/k_1$, twelve parts in thirteen lie in the interface, so the particle behaves as a far poorer conductor than alumina. In fields of order 2 and 3, \eqref{eq:kl} gives still lower equivalent values, 1.20 and 0.81 W/(m\,K).

The gradient inside the particle is 0.028 of the mean gradient in the cell. This is \eqref{eq:C} divided by $1-\phi\beta$, since \eqref{eq:cell} makes the cell's mean gradient $E(1-\phi\beta)$.

The neutral radius is
\begin{equation}
a_c=\frac{20\times30\times0.3}{30-0.3}=6.06\ \text{nm},
\end{equation}
close to $Rk_m=6$ nm because $k_p\gg k_m$. At fixed $\phi=0.2$ and fixed $R$, \eqref{eq:hj} gives:
\begin{center}
\begin{tabular}{lcccccc}
$a$ (nm) & 3 & 10 & 20 & 50 & 100 & 500\\
$k$ (W/(m\,K)) & 0.265 & 0.333 & 0.384 & 0.444 & 0.475 & 0.507
\end{tabular}
\end{center}
Particles of 3 nm radius lower the conductivity of the polymer. The lower limit, from \eqref{eq:pores}, is 0.218 W/(m\,K). Most of the available gain is reached by 100 nm, and larger particles soon become comparable with the film thickness.

The filler also raises the permittivity. The electrostatic problem has the same form, with permittivity in place of conductivity and no jump in potential. For rough relative permittivities 2.7 and 9.8, the contrast is $(9.8-2.7)/(9.8+5.4)=0.467$, and \eqref{eq:mix} gives 3.53, a rise of 31\%. If the film fills all the space between the electrodes and its filler is evenly spread, the capacitance at fixed geometry rises by the same factor. Interface resistance thus reduces the thermal benefit of the filler but not, in this model, its electrical cost.

\section{What the model leaves out}

The following changes are relative to $k=0.444$ W/(m\,K), with all settings not named held fixed.

\paragraph{Arrangement.} The mean-field step can be examined on a periodic array. By symmetry, one box around a particle has two isothermal faces across the heat flow and four insulated faces along it. The temperature was expanded in harmonics up to order 17, with the jump condition imposed on the particle and the face conditions fitted by least squares. At $\phi=0.05$ a cubic array gives 0.3322 W/(m\,K), as does \eqref{eq:hj}, whereas the first-order part of \eqref{eq:series} gives 0.3311. At $\phi=0.2$ the cubic array differs from the formula by 0.07\%. This close agreement belongs to the cubic array; other arrangements, ordered or random, can differ by more. If the box length along the heat flow is 0.8 of its width, $k$ rises by 4.7\%; if it is 1.25 of the width, $k$ falls by 3.0\%. Arrangement at fixed $\phi$ therefore matters at the level of several per cent even without contact between particles. Touching clusters and connected chains are outside these calculations and may matter more.

\paragraph{Spread of radii.} Dipoles add in proportion to particle volume, so $\beta$ in \eqref{eq:mix} is replaced by its volume-weighted mean. For a log-normal distribution of volume over radius, with median 50 nm and standard deviation 0.3 in $\ln a$, $k$ falls by 0.3\%.

\paragraph{Phonons in the particle.} Kinetic theory gives a mean free path $\Lambda=3k_p/(c\,v)$. With a rough heat capacity $c=3.1\times10^6$ J/(m$^3$\,K) and sound speed $v=7\times10^3$ m/s, $\Lambda\approx4$ nm. Some phonons travel much farther, so take ten times this path and the rough rule $k_p\to k_p/(1+10\Lambda/2a)$. This lowers $k_p$ to 21 W/(m\,K), but $k_1$ by only about 3\%, because the interface dominates $a/k_1$. The composite value $k$ falls by just 0.4\%, since it depends weakly on $k_1$ when $k_1$ is well above $k_m$. The neutral radius and the table above use the bulk $k_p$. The same rule would move the neutral radius to 6.3 nm and lower the entries at 3, 10 and 20 nm by less than 1\%, although Fourier conduction inside such small particles is itself doubtful.

\paragraph{Interface and temperature.} Halving $R$ raises $k$ by 7\%; doubling it lowers $k$ by 10\%. For use at 400 K, suppose that $k_m$ is 10\% higher and that $k_p$ has fallen as $1/T$ from 300 K, to 22.5 W/(m\,K). Then $k$ is 8\% higher. These are assumed trends, with $R$ kept constant.

\paragraph{Film surfaces.} In a film 1000 nm thick, particle centres cannot lie within $a$ of a wall. Let them be uniformly distributed elsewhere, with $\phi=0.2$ kept as the filler fraction away from the walls. The mean fraction over the whole film is then only 0.18, which causes most of the loss found below. A point at depth $z=xa<2a$ is covered by particles whose centres lie in a spherical cap of height $z$ and volume $\pi z^2(3a-z)/3$. Dividing by the full sphere $4\pi a^3/3$ gives the local filler fraction
\begin{equation}
\phi(x)=\phi\,\frac{x^2(3-x)}{4},\qquad 0<x<2 .
\end{equation}
Using \eqref{eq:hj} at each depth and adding the layers in series, by numerical integration, gives a film conductivity of 0.425 W/(m\,K), 4.3\% lower. This is a rough estimate, since the layers are thinner than the particles. The film resistance is $1000/0.425\approx2350$ m$^2$\,K/GW. If each film boundary also has resistance $R$, this grows by 40, and the apparent conductivity is 0.418 W/(m\,K), 5.9\% below the bulk formula.

\paragraph{The real film.} The conductivities and permittivities above are of the usual size for the polymer and for dense crystalline alumina. Alumina nanoparticles can conduct less well: with $k_p=5$ W/(m\,K), $k$ would be 4.7\% lower. The resistance $R$ depends on surface treatment and is the least certain input. A filler fraction of 0.2 without clustering is demanding for particles this small. The assumption of even dispersion therefore needs checking in a real film: the arrays above show shifts of 3 to 5\%, which do not bound the effect of clusters. A radius well above $Rk_m$ favours heat conduction if $k_p\gg k_m$, the particles remain dispersed and the film is many particle diameters thick. Here the film is ten diameters thick, and with $\phi$ counted away from the walls, the filler-poor wall layers already cost about as much as a change of arrangement, mostly because the film then holds less filler.
